# How barrier roughness weakens Delta1/Delta5 symmetry filtering in a tunnel junction

**The situation**

In a crystalline tunnel junction such as Fe/MgO/Fe, electrons arriving at normal incidence carry a symmetry label, and each symmetry decays in the barrier at its own rate. The amplitude of channel $j$ decays as $e^{-\kappa_j x}$, with $j=1$ for Delta1, $j=5$ for Delta5, and $\kappa_5>\kappa_1>0$.

The local barrier thickness is $d=d_0+\delta$, where $\delta$ is Gaussian with mean zero and standard deviation $\sigma$. Thickness varies slowly along the plane, so each patch transmits like a uniform barrier of its own thickness. Scattering between the two symmetries is neglected until part (g). Angle brackets denote an average over the area of a large junction, and the filtering ratio is that of the averaged Delta1 and Delta5 transmissions. It is not the magnetoresistance, which also needs the spin-resolved currents of both magnetic configurations.

For numbers, use $\kappa_1=3.5\ \mathrm{nm^{-1}}$, $\kappa_5=6.0\ \mathrm{nm^{-1}}$, $d_0=2.1$ nm, $\sigma=0.10$ nm and an electrode wave vector $k=10\ \mathrm{nm^{-1}}$ in both channels. These are rough values in the regime of Fe/MgO/Fe. One MgO layer is about $a=0.21$ nm thick.

**(a) Find the transmission $T(d)$ of one channel through a uniform rectangular barrier, and its limit for an opaque barrier. Assume equal effective masses in barrier and electrodes.**

Write the wave as $e^{ikx}+re^{-ikx}$ on the left, $Ce^{\kappa x}+De^{-\kappa x}$ for $0<x<d$, and $te^{ik(x-d)}$ on the right. With equal masses, the wave and its slope are continuous. At $x=d$,

$$Ce^{\kappa d}+De^{-\kappa d}=t,\qquad \kappa\left(Ce^{\kappa d}-De^{-\kappa d}\right)=ikt .$$

Dividing the second equation by $\kappa$, then adding and subtracting, gives

$$C=\frac t2\left(1+\frac{ik}{\kappa}\right)e^{-\kappa d},\qquad D=\frac t2\left(1-\frac{ik}{\kappa}\right)e^{\kappa d}.$$

At $x=0$, $1+r=C+D$ and $ik(1-r)=\kappa(C-D)$. Since $1/i=-i$, the second is $1-r=-(i\kappa/k)(C-D)$. Adding the two removes $r$:

$$2=C\left(1-\frac{i\kappa}{k}\right)+D\left(1+\frac{i\kappa}{k}\right).$$

Define $\beta=\tfrac12(k/\kappa-\kappa/k)$. The products needed are

$$\left(1\pm\frac{ik}{\kappa}\right)\left(1\mp\frac{i\kappa}{k}\right)=2\pm2i\beta .$$

Hence $2=t\,[(1+i\beta)e^{-\kappa d}+(1-i\beta)e^{\kappa d}]=2t\,[\cosh\kappa d-i\beta\sinh\kappa d]$. The electrodes are identical, so $T=|t|^2$. Using $\cosh^2=1+\sinh^2$ and $1+\beta^2=\tfrac14(k/\kappa+\kappa/k)^2$,

$$T(d)=\left[1+\left(\frac{k^2+\kappa^2}{2k\kappa}\right)^2\sinh^2\kappa d\right]^{-1}.$$

For $e^{2\kappa d}\gg1$, $\sinh^2\kappa d\to e^{2\kappa d}/4$. The leading 1 is then negligible, and

$$T_j(d)\simeq A_je^{-2\kappa_jd},\qquad A_j=\frac{16k^2\kappa_j^2}{(k^2+\kappa_j^2)^2}.$$

The factor 2 appears because $\kappa$ describes an amplitude and $T$ a probability. The prefactor may exceed one, but the full $T(d)$ cannot, because the bracket in its formula is at least one. The exponential form should be used only for opaque barriers.

**(b) Average $T_j$ over the thickness distribution. Which thickness carries most of the current, and when is the result valid?**

Insert $d=d_0+\delta$:

$$\langle T_j\rangle=\frac{T_j(d_0)}{\sqrt{2\pi}\,\sigma}\int_{-\infty}^{\infty}\exp\left(-\frac{\delta^2}{2\sigma^2}-2\kappa_j\delta\right)d\delta .$$

Completing the square,

$$-\frac{\delta^2}{2\sigma^2}-2\kappa_j\delta=-\frac{(\delta+2\kappa_j\sigma^2)^2}{2\sigma^2}+2\kappa_j^2\sigma^2 .$$

The shifted Gaussian integrates to $\sqrt{2\pi}\,\sigma$, leaving

$$\langle T_j\rangle=T_j(d_0)\,e^{2\kappa_j^2\sigma^2}.$$

A place thinner than the mean gains more transmission than a place thicker by the same amount loses, so the average rises. The integrand also shows how current is distributed over thickness: it is a Gaussian of the same width $\sigma$, centred at

$$d_j^*=d_0-2\kappa_j\sigma^2 .$$

The faster-decaying channel draws its current from thinner places.

A Gaussian formally includes negative thicknesses. The result therefore requires $d_j^*$ to lie many $\sigma$ above zero, and the barrier to be opaque at the thicknesses that carry the current. Here $d_1^*=2.03$ nm and $d_5^*=1.98$ nm, both about $20\sigma$ above zero.

Expanding in small roughness gives

$$\frac{\langle T_j\rangle}{T_j(d_0)}=1+2\kappa_j^2\sigma^2+2\kappa_j^4\sigma^4+\cdots .$$

Keeping two terms needs the stricter condition $2\kappa_j^2\sigma^2\ll1$. Roughness can be small compared with $d_0$ and still not be small compared with the decay length.

**(c) Find the filtering ratio at fixed mean thickness. Why must the transmissions be averaged before division?**

Patches conduct in parallel, so their currents add within each channel. The ratio of the two total transmissions is

$$R=\frac{\langle T_1\rangle}{\langle T_5\rangle}=R_0\,e^{-2(\kappa_5^2-\kappa_1^2)\sigma^2},\qquad R_0=\frac{A_1}{A_5}e^{2(\kappa_5-\kappa_1)d_0}.$$

Because $\kappa_5>\kappa_1$, the exponent is negative: Delta5 is enhanced more, and the ratio falls.

Averaging the local ratio answers another question. The local ratio varies as $e^{2(\kappa_5-\kappa_1)\delta}$, and the integral of part (b), with $-2\kappa_j$ replaced by $2(\kappa_5-\kappa_1)$, gives

$$\left\langle\frac{T_1}{T_5}\right\rangle=R_0\,e^{+2(\kappa_5-\kappa_1)^2\sigma^2}.$$

This rises, by a factor 1.13 here, because it gives weight to thick places where filtering is strong but little current flows.

**(d) Evaluate the enhancements and the ratio. How good is the first-order expansion?**

The exponents are

$$2\kappa_1^2\sigma^2=2(3.5)^2(0.10)^2=0.245,\qquad 2\kappa_5^2\sigma^2=2(6.0)^2(0.10)^2=0.720 .$$

The enhancements are $e^{0.245}=1.28$ for Delta1 and $e^{0.720}=2.05$ for Delta5. With $A_1=1.56$ and $A_5=3.11$, the smooth transmissions are $T_1=6.4\times10^{-7}$ and $T_5=3.5\times10^{-11}$. Roughness raises them to $8.2\times10^{-7}$ and $7.3\times10^{-11}$. Hence

$$\frac{R}{R_0}=e^{0.245-0.720}=0.62,\qquad R_0=1.8\times10^4\ \longrightarrow\ R=1.1\times10^4 .$$

The first-order enhancements are 1.245 and 1.720. Relative to the full Gaussian averages they are low by about 3% and 16%, so Delta5 is already outside the comfortable range of the expansion.

With the other parameters fixed, the dependence on roughness is:

| $\sigma$ (nm) | Delta1 gain | Delta5 gain | $R/R_0$ |
|---|---|---|---|
| 0.05 | 1.06 | 1.20 | 0.89 |
| 0.10 | 1.28 | 2.05 | 0.62 |
| 0.15 | 1.74 | 5.05 | 0.34 |
| 0.20 | 2.66 | 17.8 | 0.15 |

The exponent grows as $\sigma^2$: doubling $\sigma$ from 0.10 to 0.20 nm raises 0.62 to its fourth power.

**(e) Does the reduction depend on the Gaussian shape? Treat also a barrier made of whole atomic layers.**

Let $\delta$ have any nonconstant distribution of zero mean for which the averages are finite. Define $K(s)=\ln\langle e^{-s\delta}\rangle$. Then

$$K'(s)=-\frac{\langle\delta e^{-s\delta}\rangle}{\langle e^{-s\delta}\rangle},\qquad K''(s)=\frac{\langle\delta^2e^{-s\delta}\rangle}{\langle e^{-s\delta}\rangle}-\left(\frac{\langle\delta e^{-s\delta}\rangle}{\langle e^{-s\delta}\rangle}\right)^2 .$$

The second derivative is the variance of $\delta$ with weight $e^{-s\delta}$, hence positive. Since $K'(0)=-\langle\delta\rangle=0$, $K$ increases for $s>0$. Therefore

$$\ln(R/R_0)=K(2\kappa_1)-K(2\kappa_5)<0 .$$

Within the local, opaque-barrier model, the direction of the effect does not need a Gaussian.

For whole layers, let $\delta=\pm a$ occur with probability $p$ each, and $\delta=0$ otherwise. Equal variance requires $2pa^2=\sigma^2$, so $p=0.113$. The enhancement is

$$\frac{\langle T_j\rangle}{T_j(d_0)}=1+2p\left[\cosh(2\kappa_ja)-1\right],$$

which gives 1.29 and 2.19, and $R/R_0=0.59$ instead of 0.62.

Most of the extra Delta5 gain comes from the fourth moment. It is $2pa^4=a^2\sigma^2=4.41\sigma^4$ for the terraces and $3\sigma^4$ for the Gaussian. The corresponding term in the expansion of $\langle e^{-2\kappa_5\delta}\rangle$ differs by $1.41(2\kappa_5\sigma)^4/24=1.41(1.2)^4/24\approx0.12$, out of a total difference of 0.14.

**(f) Suppose the rough junction is made thicker, so that $\langle T_1\rangle$ equals its smooth value. Is filtering still reduced? How much do small devices scatter?**

Let the new mean thickness be $d'$. Equal Delta1 transmission requires $-2\kappa_1d'+2\kappa_1^2\sigma^2=-2\kappa_1d_0$, so

$$d'=d_0+\kappa_1\sigma^2=2.135\ \mathrm{nm}.$$

The extra thickness adds $2(\kappa_5-\kappa_1)\kappa_1\sigma^2$ to the exponent of $R$. Factoring $\kappa_5^2-\kappa_1^2=(\kappa_5-\kappa_1)(\kappa_5+\kappa_1)$,

$$\ln\frac{R'}{R_0}=2(\kappa_5-\kappa_1)\sigma^2\left[\kappa_1-(\kappa_5+\kappa_1)\right]=-2\kappa_5(\kappa_5-\kappa_1)\sigma^2 .$$

Thus $R'/R_0=e^{-0.30}=0.74$. The loss is smaller than at fixed mean thickness, but remains.

Now take a 50 nm square device made of 10 nm square patches with independent thicknesses, so $N=25$. For one patch, $\langle T_j^2\rangle=T_j(d_0)^2e^{8\kappa_j^2\sigma^2}$, while $\langle T_j\rangle^2=T_j(d_0)^2e^{4\kappa_j^2\sigma^2}$. The variance of a mean of $N$ independent values is smaller by $N$, so the relative standard deviation is

$$\sqrt{\frac{e^{4\kappa_j^2\sigma^2}-1}{N}}=0.16\ \text{for Delta1},\qquad 0.36\ \text{for Delta5}.$$

A random simulation of 80,000 such devices gives a median $R/R_0$ of 0.66, with 10th and 90th percentiles 0.52 and 0.80. The value 0.62 describes a large junction, not each small device.

**(g) Set the model beside a real Fe/MgO/Fe junction. Which neglected effects matter?**

The chosen $d_0$ is ten MgO layers, a realistic thickness for such a junction. The value of $\sigma$, about half a layer, is an assumption that must be replaced by data for a given film. The decay constants are effective ones. With the free-electron mass they correspond to barriers of 0.47 eV for Delta1 and 1.37 eV for Delta5. The first is far below the several-eV scale of the MgO band gap and should not be read as a band offset. Perfect symmetry conservation is also an idealization: steps and interface disorder can mix the channels. If a fraction $\eta\ll1$ of incident Delta5 electrons enters the barrier as Delta1, it adds about $\eta\langle T_1\rangle$ to the Delta5 transmission, and

$$R_{\rm mix}\simeq\frac{\langle T_1\rangle}{\langle T_5\rangle+\eta\langle T_1\rangle}=\frac{R}{1+\eta R}.$$

At $\eta=1/R=8.9\times10^{-5}$ the ratio is halved. At $\eta=10^{-3}$ it falls from $1.1\times10^4$ to about $9\times10^2$. At that fixed $\eta$ the smooth junction gives $R_0/(1+\eta R_0)\approx9.5\times10^2$, so thickness fluctuations lower the ratio by a factor of only 0.97 instead of 0.62. Even weak mixing can therefore outweigh the thickness effect, and the large $R$ found here is not a prediction for a real device.

Other corrections to the reduction factor are smaller in this model, as long as the two channels stay separate. They were estimated by numerical integration, each separately, with a free-electron-mass barrier:

- Summing over in-plane wave vectors $q$, with decay constant $\sqrt{\kappa_j^2+q^2}$ and constant prefactor, gives $R/R_0=0.61$. This keeps two separate channels, although the symmetry labels are strict only at $q=0$. Away from normal incidence even a perfect crystal can couple the channels, which acts like the mixing above. As an illustration, adding an off-diagonal term $\lambda q$ between $\kappa_1^2+q^2$ and $\kappa_5^2+q^2$, with $\lambda=1\ \mathrm{nm^{-1}}$ (a value not derived for MgO), gives $R_0\approx5\times10^2$ and $R/R_0=0.93$.
- Thermal averaging at 300 K gives 0.62. It includes emission over the Delta1 barrier; emission over the higher Delta5 barrier is negligible and is left out. It raises the smooth transmissions themselves by factors 1.29 and 1.09. The factor 1.29 comes from the low 0.47 eV model barrier and is not a property of MgO: a two-band dispersion with the same $\kappa_1$ near the middle of a 7.8 eV gap gives 1.00.
- A 0.1 V bias, treated as a tilted barrier with a semiclassical exponent, also gives 0.62. The field is 0.48 MV/cm at $d_0$ and 0.56 MV/cm where the barrier is $3\sigma$ thinner, well below a rough breakdown scale of 10 MV/cm.

The local-thickness assumption has a length scale. For small $q$, the amplitude contains $e^{-d\sqrt{\kappa^2+q^2}}\simeq e^{-\kappa d}e^{-q^2d/(2\kappa)}$, whose Fourier transform is a Gaussian of standard deviation $\sqrt{d/\kappa}$. This is 0.77 nm for Delta1 and 0.59 nm for Delta5. In a 10 nm square patch with sharp edges, the fraction of area within 0.77 nm of an edge is $1-(1-2\times0.077)^2\approx0.28$. This fraction shows where the local picture is disturbed; it is not the error in the total current. The picture needs patches much wider than the lateral spread, and its error falls only as the inverse width. For equal stripes of thickness $d_0\pm a/2$, with steps on one face and normal incidence, the local gains are 1.28 and 1.91. A full two-dimensional solution gives 1.17 and 1.78 for 10 nm stripes, and 0.75 and 1.29 for 2 nm stripes, where the Delta1 gain has turned into a loss. The ratio is less sensitive: 0.66 at 10 nm and 0.58 at 2 nm, against the local 0.67.
